# Band energy and Hamilton populations of a two-orbital chain: a numerical check

```python
# Result under test: the band energy W of an A-B chain is the sum of integrated
# crystal orbital Hamilton populations (ICOHP), and a change of energy zero
# changes each pair term by (shift) * (overlap population, ICOOP).
# h: tight-binding matrix, diagonal +delta (A), -delta (B), neighbour element t.
# o: LMTO overlap parameter; e_nu: expansion energy measured from the zero.
# Orthonormal basis: H_gamma = e_nu + h (1+o h)^-1.  Tight-binding basis:
# orbitals multiplied by (1+o h). Energies in eV, spin factor 2 included.
# Pair terms include both orderings; W and electron numbers are per cell.
import numpy as np
from scipy.linalg import eigh
from scipy.integrate import quad

delta, t, o = 1.0, -1.0, -0.1
cells = 402                      # closed shells for 1, 2, 3, 4 electrons per cell
size = 2 * cells
eps_max = np.sqrt(delta**2 + 4 * t**2)

# ---------- real-space ring, built from the definition of the orbitals ----------
h = np.diag(np.tile([delta, -delta], cells))
for i in range(size):
    j = (i + 1) % size
    h[i, j] = h[j, i] = t
one = np.eye(size)
transform = one + o * h
assert np.linalg.eigvalsh(transform)[0] > 0
h_gamma = np.linalg.solve(transform, h)
h_gamma = (h_gamma + h_gamma.T) / 2
S = transform.T @ transform


def hamiltonian(e_nu):
    H = transform.T @ (e_nu * one + h_gamma) @ transform
    return (H + H.T) / 2


def density(vectors, electrons):
    occupied = vectors[:, :electrons * cells // 2]
    return 2 * occupied @ occupied.T


def pair(P, M, i, j):
    return P[i, j] * M[i, j] * (1 if i == j else 2)


# representative pair and number of such pairs per cell
classes = {"on-site A": (0, 0, 1), "on-site B": (1, 1, 1),
           "A-B bond": (0, 1, 2), "A-A second": (0, 2, 1),
           "B-B second": (1, 3, 1)}


def partition(P, M):
    return {name: pair(P, M, i, j) for name, (i, j, _) in classes.items()}


def total(parts):
    return sum(parts[name] * classes[name][2] for name in classes)


# ---------- derived formulas for the infinite chain ----------
def w_of(theta):
    return 2 * t * np.cos(theta / 2)


def filled_average(function, electrons):
    """Average over occupied theta; function takes (w, epsilon)."""
    def integrand(theta, sign):
        w = w_of(theta)
        return function(w, sign * np.sqrt(delta**2 + w**2)) / np.pi
    value = quad(integrand, 0, np.pi * min(electrons, 2) / 2, args=(-1,))[0]
    if electrons > 2:
        start = np.pi * (1 - (electrons - 2) / 2)
        value += quad(integrand, start, np.pi, args=(1,))[0]
    return value


def band_energy(electrons):
    return 2 * filled_average(lambda w, e: e / (1 + o * e), electrons)


def icohp_bond(electrons, e_nu=0.0):
    return (1 + 2 * o * e_nu) * filled_average(
        lambda w, e: w**2 / (e * (1 + o * e)**2), electrons)


def energy(eps):
    return eps / (1 + o * eps)


def cohp_bond(E):                # E measured from e_nu, with e_nu = 0
    eps = E / (1 - o * E)
    # abs only guards against rounding at the band edges
    return np.sign(eps) * 2 / np.pi * np.sqrt(
        abs(eps**2 - delta**2) / abs(eps_max**2 - eps**2))


def dos(E):
    eps = E / (1 - o * E)
    return 4 * abs(eps) * (1 + o * eps)**2 / (np.pi * np.sqrt(
        abs((eps**2 - delta**2) * (eps_max**2 - eps**2))))


eps_half = np.sqrt(delta**2 + 2 * t**2)      # half-filled band: theta = pi/2
top = {1: -eps_half, 2: -delta, 3: eps_half, 4: eps_max}


def integrate_energy(function, electrons):
    value = quad(function, energy(-eps_max), energy(min(top[electrons], -delta)),
                 limit=200)[0]
    if electrons > 2:
        value += quad(function, energy(delta), energy(top[electrons]),
                      limit=200)[0]
    return value


# ---------- matrix elements and their range ----------
H0 = hamiltonian(0.0)
assert abs(H0[0, 1] - t) < 1e-10 and abs(S[0, 1] - 2 * o * t) < 1e-10
assert abs(H0[0, 2] - o * t**2) < 1e-10 and abs(S[0, 2] - o**2 * t**2) < 1e-10
assert np.max(np.abs(H0[0, 3:size - 2])) < 1e-10
assert np.max(np.abs(S[0, 3:size - 2])) < 1e-10

print("INPUT: delta = %.1f eV, t = %.1f eV, o = %.1f 1/eV" % (delta, t, o))
print("Ring used for tests: %d cells" % cells)
print("Matrix elements at e_nu = 0 (H in eV, S dimensionless):")
for label, i, j in (("AA", 0, 0), ("BB", 1, 1), ("AB", 0, 1),
                    ("AA second", 0, 2), ("BB second", 1, 3)):
    print("  %-10s H = %8.4f   S = %7.4f" % (label, H0[i, j], S[i, j]))
print("Normalized A-B overlap = %.4f" % (S[0, 1] / np.sqrt(S[0, 0] * S[1, 1])))
print("Band edges from e_nu: lower %.4f to %.4f eV, upper %.4f to %.4f eV" % (
    energy(-eps_max), energy(-delta), energy(delta), energy(eps_max)))

# ---------- filling dependence, e_nu = 0 ----------
levels, vectors = eigh(H0, S)
assert abs(levels[0] - energy(-eps_max)) < 1e-9
for electrons in (1, 3):
    count = electrons * cells // 2
    assert levels[count - 1] < energy(top[electrons]) < levels[count]
print("Filling at e_nu = 0: electrons, highest filled E, W, bond ICOHP (eV)")
for electrons in (1, 2, 3, 4):
    P = density(vectors, electrons)
    parts = partition(P, H0)
    # partly filled bands: ring sum is a midpoint rule, error of order 1/cells^2
    tolerance = 1e-4 if electrons in (1, 3) else 1e-8
    assert abs(total(parts) - band_energy(electrons)) < tolerance
    assert abs(parts["A-B bond"] - icohp_bond(electrons)) < tolerance
    assert abs(parts["A-B bond"] - pair(P, H0, 1, 2)) < 1e-8
    # endpoint square-root singularities limit the energy quadratures
    assert abs(integrate_energy(cohp_bond, electrons)
               - parts["A-B bond"]) < tolerance + 1e-5
    assert abs(integrate_energy(dos, electrons) - electrons) < 1e-5
    assert abs(integrate_energy(lambda E: E * dos(E), electrons)
               - total(parts)) < tolerance + 1e-5
    print("  %d  %8.4f  %8.4f  %8.4f" % (
        electrons, energy(top[electrons]), band_energy(electrons),
        icohp_bond(electrons)))
for electrons in (1, 3):
    print("Bond COHP at E_F, %d electron(s): %.4f (dimensionless)" % (
        electrons, cohp_bond(energy(top[electrons]))))

# ---------- dependence on the energy zero, two electrons per cell ----------
P0 = density(vectors, 2)
reference = partition(P0, H0)
overlap_pop = partition(P0, S)
assert abs(total(overlap_pop) - 2) < 1e-8
assert abs(overlap_pop["A-B bond"] - 2 * o * icohp_bond(2)) < 1e-8
print("Two electrons: overlap populations per pair (electrons):")
for name in classes:
    print("  %-11s %8.4f  pairs per cell: %d" % (
        name, overlap_pop[name], classes[name][2]))


def corrected_bond(P, H):
    mean = (H[0, 0] / S[0, 0] + H[1, 1] / S[1, 1]) / 2
    return 2 * P[0, 1] * (H[0, 1] - mean * S[0, 1])


corrected = corrected_bond(P0, H0)
print("ICOHP per pair, two electrons (eV):")
print("  e_nu   on-A     on-B     A-B      AA2      BB2      W")
for e_nu in (-5.0, 0.0, 5.0, 10.0):
    H = hamiltonian(e_nu)
    P = density(eigh(H, S)[1], 2)
    parts = partition(P, H)
    for name in classes:
        assert abs(parts[name] - reference[name]
                   - e_nu * overlap_pop[name]) < 1e-7
    assert abs(parts["A-B bond"] - icohp_bond(2, e_nu)) < 1e-7
    assert abs(total(parts) - band_energy(2) - 2 * e_nu) < 1e-7
    assert abs(corrected_bond(P, H) - corrected) < 1e-7
    row = [parts[name] for name in classes] + [total(parts)]
    row = [0.0 if abs(x) < 5e-8 else x for x in row]
    print("%6.1f " % e_nu + " ".join("%8.4f" % x for x in row))
print("e_nu where A-B ICOHP vanishes = %.4f eV" % (-1 / (2 * o)))
print("Zero-independent corrected A-B term = %.4f eV" % corrected)

# ---------- orthonormal basis by symmetric orthogonalization ----------
s_values, s_vectors = eigh(S)
inverse_root = (s_vectors / np.sqrt(s_values)) @ s_vectors.T
hop = quad(lambda x: w_of(x) * np.cos(x / 2)
           / (1 - o**2 * (delta**2 + w_of(x)**2)) / np.pi, 0, np.pi)[0]
order = quad(lambda x: -w_of(x) * np.cos(x / 2)
             / (2 * np.sqrt(delta**2 + w_of(x)**2)) / np.pi, 0, np.pi)[0]
print("Orthonormal basis, two electrons (eV):")
print("  e_nu   on-A+on-B  A-B bond  other off-site/cell  W")
for e_nu in (0.0, 10.0):
    H = inverse_root @ hamiltonian(e_nu) @ inverse_root
    H = (H + H.T) / 2
    assert np.max(np.abs(H - e_nu * one - h_gamma)) < 1e-8
    ortho_vectors = eigh(H)[1]
    P = density(ortho_vectors, 2)
    onsite = pair(P, H, 0, 0) + pair(P, H, 1, 1)
    bond = pair(P, H, 0, 1)
    W = np.sum(P[:2] * H[:2])
    other = W - onsite - 2 * bond
    assert abs(bond - 4 * hop * order) < 1e-7
    assert abs(W - band_energy(2) - 2 * e_nu) < 1e-7
    if e_nu == 0.0:
        onsite0, bond0, other0 = onsite, bond, other
        # filled bands: no off-site population remains in an orthonormal basis
        assert abs(pair(density(ortho_vectors, 4), H, 0, 1)) < 1e-8
    assert abs(bond - bond0) < 1e-7 and abs(other - other0) < 1e-7
    assert abs(onsite - onsite0 - 2 * e_nu) < 1e-7
    print("%6.1f  %9.4f  %9.4f  %12.6f  %12.4f" % (e_nu, onsite, bond, other, W))
print("Orthonormal nearest A-B matrix element = %.4f eV" % hop)
print("Orthonormal third-neighbour A-B element = %.6f eV" % h_gamma[0, 3])
assert abs(h_gamma[0, 3]) > 1e-5             # longer range than the other basis

print("success")
```

Output:

```
INPUT: delta = 1.0 eV, t = -1.0 eV, o = -0.1 1/eV
Ring used for tests: 402 cells
Matrix elements at e_nu = 0 (H in eV, S dimensionless):
  AA         H =   0.7000   S =  0.8300
  BB         H =  -1.3000   S =  1.2300
  AB         H =  -1.0000   S =  0.2000
  AA second  H =  -0.1000   S =  0.0100
  BB second  H =  -0.1000   S =  0.0100
Normalized A-B overlap = 0.1979
Band edges from e_nu: lower -1.8274 to -0.9091 eV, upper 1.1111 to 2.8801 eV
Filling at e_nu = 0: electrons, highest filled E, W, bond ICOHP (eV)
  1   -1.4763   -1.7079   -0.5394
  2   -0.9091   -2.8497   -0.7284
  3    2.0949   -1.3556   -0.3873
  4    2.8801    1.2459    0.8683
Bond COHP at E_F, 1 electron(s): -0.6366 (dimensionless)
Bond COHP at E_F, 3 electron(s): 0.6366 (dimensionless)
Two electrons: overlap populations per pair (electrons):
  on-site A     0.2101  pairs per cell: 1
  on-site B     1.5001  pairs per cell: 1
  A-B bond      0.1457  pairs per cell: 2
  A-A second    0.0016  pairs per cell: 1
  B-B second   -0.0032  pairs per cell: 1
ICOHP per pair, two electrons (eV):
  e_nu   on-A     on-B     A-B      AA2      BB2      W
  -5.0  -0.8732  -9.0860  -1.4568  -0.0242   0.0473 -12.8497
   0.0   0.1772  -1.5855  -0.7284  -0.0161   0.0315  -2.8497
   5.0   1.2275   5.9151   0.0000  -0.0081   0.0158   7.1503
  10.0   2.2779  13.4156   0.7284   0.0000   0.0000  17.1503
e_nu where A-B ICOHP vanishes = 5.0000 eV
Zero-independent corrected A-B term = -0.7128 eV
Orthonormal basis, two electrons (eV):
  e_nu   on-A+on-B  A-B bond  other off-site/cell  W
   0.0    -0.7024    -1.0782      0.009122       -2.8497
  10.0    19.2976    -1.0782      0.009122       17.1503
Orthonormal nearest A-B matrix element = -1.0418 eV
Orthonormal third-neighbour A-B element = -0.010741 eV
success
```
